# Optical spring and damping of a driven cavity with a movable boundary, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The optical force and its two coefficients

A silicon-photonic cavity holding 200 photons is coupled to a 5000 MHz vibration of its own boundary. At 300 K, without light, the vibration holds 1250 phonons on average. With the laser 5000 MHz below the cavity resonance the calculated number is about 750; with the laser 5000 MHz above it, about 3800. The photon number and the launched power, 16 µW, are the same in both cases. A smaller change of laser frequency has another effect. Moving the laser from 5250 MHz to 4750 MHz below resonance, again at 200 photons, leaves the added damping at 0.84 MHz but turns the optical shift of the vibration frequency from −0.44 MHz to +0.40 MHz. The sign of the damping and the sign of the spring therefore follow different rules, and both are derived here.

SI units are used. All frequencies and rates in formulas are angular. Values in MHz are those quantities divided by $2\pi$.

### Model and sign conventions

One optical mode has a resonance frequency that depends on a boundary coordinate $x$:

$$\omega_c(x)=\omega_c-Gx .$$

For $G>0$, positive displacement lowers the resonance, as when a cavity gets longer. The boundary has effective mass $m$, frequency $\Omega$ and energy damping rate $\Gamma_m$. The energy of the undriven optical mode decays at the rate $\kappa$, so its amplitude decays at $\kappa/2$. A laser of frequency $\omega_L$ and power $P$ enters through a port that accounts for the part $\kappa_{in}$ of $\kappa$.

The model keeps one optical mode and the linear term of $\omega_c(x)$. The boundary moves slowly compared with the optical oscillation and with the spacing to other optical modes, so it does not transfer light between modes. The laser has no technical noise.

### The force at a given photon number

Let $Q$ and $P_Q$ be the coordinate and momentum of the optical mode, scaled so that its energy is

$$U=\tfrac12\left[P_Q^2+\omega_c(x)^2Q^2\right].$$

The force on $x$ is minus the derivative of the energy at fixed $Q$ and $P_Q$:

$$F=-\frac{\partial U}{\partial x}=-\omega_c\frac{d\omega_c}{dx}Q^2 .$$

Over one optical period the potential energy $\tfrac12\omega_c^2Q^2$ averages to $U/2$, hence $\omega_c^2Q^2$ averages to $U$. With $U=\hbar\omega_c n$ for $n$ photons,

$$F=-\frac{U}{\omega_c}\frac{d\omega_c}{dx}=\hbar Gn .$$

The zero-point energy adds a constant $\hbar G/2$, which is absorbed in the rest position.

For an empty cavity of length $L$ with ideal mirrors this can be checked by counting momentum. A photon gives the end mirror $2\hbar\omega_c/c$ at each reflection, once per round trip $2L/c$. The force per photon is $\hbar\omega_c/L$. Since $\omega_c\propto1/L$, also $G=\omega_c/L$, in agreement.

The law also holds for a moving dielectric face, which is the case closer to a silicon device. It was tested in a one-dimensional cavity of length 2.3, filled up to position 1.0 with a dielectric of index 3.48 or left empty. The force was found from the Maxwell fields at the face and at the end mirror, and separately from the numerical derivative of the mode frequency. The largest difference was $8\times10^{-10}$ of the mode energy per unit length.

### Equations of motion and equilibrium

Let $|a|^2$ be the photon number, and let $a$ be measured in a frame rotating at the laser frequency. An amplitude that varies as $e^{-i\omega_c(x)t}$ in the laboratory varies as $e^{i[\omega_L-\omega_c(x)]t}$ in this frame. With $\Delta_0=\omega_L-\omega_c$,

$$\dot a=\left[i(\Delta_0+Gx)-\frac{\kappa}{2}\right]a+\sqrt{\kappa_{in}}\,s,$$

$$m\ddot x+m\Gamma_m\dot x+m\Omega^2x=\hbar G|a|^2 .$$

Here $|s|^2=P/(\hbar\omega_L)$ is the incoming photon flux.

At equilibrium the time derivatives vanish. Define the detuning at the displaced equilibrium, $\Delta=\Delta_0+G\bar x$. Then

$$\bar a=\frac{\sqrt{\kappa_{in}}\,s}{\kappa/2-i\Delta},\qquad
\bar n=|\bar a|^2=\frac{\kappa_{in}}{\Delta^2+\kappa^2/4}\,\frac{P}{\hbar\omega_L},\qquad
\bar x=\frac{\hbar G\bar n}{m\Omega^2}.$$

Red detuning means $\Delta<0$: the laser lies below the cavity. Blue detuning means $\Delta>0$. A code that defines detuning as cavity minus laser must reverse the sign of $\Delta$ in every formula below.

### Linearization

Write $a=\bar a+\delta a$ and $x=\bar x+\delta x$. The phase of the drive is chosen so that $\bar a$ is real and positive. The product in the cavity equation is

$$Gxa=G\bar x\bar a+G\bar x\,\delta a+G\bar a\,\delta x+G\,\delta x\,\delta a .$$

The first term belongs to the equilibrium equation, the second turns $\Delta_0$ into $\Delta$, and the last is of second order and is dropped. In the force,

$$|a|^2-\bar n=\bar a(\delta a+\delta a^*)+|\delta a|^2,$$

where the last term is dropped for the same reason. This leaves

$$\delta\dot a=\left(i\Delta-\frac{\kappa}{2}\right)\delta a+iG\bar a\,\delta x,\qquad
\delta F=\hbar G\bar a(\delta a+\delta a^*).$$

The complex conjugate of the first equation is also needed:

$$\delta\dot a^*=\left(-i\Delta-\frac{\kappa}{2}\right)\delta a^*-iG\bar a\,\delta x .$$

### The two sidebands

Let $X$, $A$ and $B$ be the coefficients of $e^{-i\omega t}$ in $\delta x$, $\delta a$ and $\delta a^*$. A time derivative gives a factor $-i\omega$. Moving the terms in $A$ and $B$ to the left,

$$\left[\frac{\kappa}{2}-i(\Delta+\omega)\right]A=iG\bar aX,\qquad
\left[\frac{\kappa}{2}+i(\Delta-\omega)\right]B=-iG\bar aX .$$

$A$ describes light at $\omega_L+\omega$, the upper sideband, whose distance from the cavity resonance is $\Delta+\omega$. $B$ belongs to the conjugate amplitude, so it describes light at $\omega_L-\omega$, the lower sideband, at distance $\Delta-\omega$.

Use the abbreviations

$$u=\Delta+\omega,\quad v=\Delta-\omega,\quad D_+=u^2+\frac{\kappa^2}{4},\quad D_-=v^2+\frac{\kappa^2}{4}.$$

Multiplying numerator and denominator by the conjugate denominator gives

$$\frac{i}{\kappa/2-iu}=\frac{i(\kappa/2+iu)}{D_+}=\frac{-u+i\kappa/2}{D_+},$$

$$\frac{-i}{\kappa/2+iv}=\frac{-i(\kappa/2-iv)}{D_-}=\frac{-v-i\kappa/2}{D_-}.$$

The force coefficient is $\hbar G\bar a(A+B)$. With $\bar a^2=\bar n$ it becomes

$$\frac{\delta F}{X}=\hbar G^2\bar n\left[-\left(\frac{u}{D_+}+\frac{v}{D_-}\right)+\frac{i\kappa}{2}\left(\frac1{D_+}-\frac1{D_-}\right)\right].$$

### Spring and damping

The coefficients are defined by

$$\delta F=-k_{opt}\,\delta x-m\Gamma_{opt}\,\delta\dot x .$$

Positive $k_{opt}$ stiffens the boundary and positive $\Gamma_{opt}$ damps it. For the $e^{-i\omega t}$ part, $\delta\dot x$ becomes $-i\omega X$, so

$$\frac{\delta F}{X}=-k_{opt}+i\omega m\Gamma_{opt}.$$

Comparing real and imaginary parts,

$$k_{opt}=\hbar G^2\bar n\left(\frac{u}{D_+}+\frac{v}{D_-}\right),\qquad
\Gamma_{opt}=\frac{\hbar G^2\bar n\kappa}{2m\omega}\left(\frac1{D_+}-\frac1{D_-}\right).$$

The signs become visible when the fractions are combined. For the spring, the numerator over the common denominator $D_+D_-$ is

$$u\left(v^2+\frac{\kappa^2}{4}\right)+v\left(u^2+\frac{\kappa^2}{4}\right)=(u+v)\left(uv+\frac{\kappa^2}{4}\right),$$

with $u+v=2\Delta$ and $uv=\Delta^2-\omega^2$. For the damping,

$$D_--D_+=v^2-u^2=(v-u)(v+u)=(-2\omega)(2\Delta)=-4\Delta\omega .$$

The results are

$$\boxed{k_{opt}(\omega)=\frac{2\hbar G^2\bar n\,\Delta\left(\Delta^2-\omega^2+\kappa^2/4\right)}{D_+D_-}}$$

$$\boxed{\Gamma_{opt}(\omega)=-\frac{2\hbar G^2\bar n\,\kappa\,\Delta}{m\,D_+D_-}}$$

These are exact for the linearized equations at any real $\omega$. They were compared with a numerical integration of the cavity equation under a prescribed motion $G\delta x=10^{-3}\kappa\cos\omega t$. The cases were $\omega/\kappa=0.4$ and $2$, each with $\Delta/\kappa=-2.5,\,-0.7,\,0,\,0.7,\,2$. The largest error was $1.4\times10^{-6}$, in units of $\hbar G^2\bar n/\kappa$ for the spring and $\hbar G^2\bar n/(m\kappa^2)$ for the damping.

### What fixes each sign

In $\Gamma_{opt}$ every factor except $-\Delta$ is positive. Within this model red detuning therefore adds damping at every frequency of motion, whatever the ratio $\omega/\kappa$, and blue detuning removes damping. At $\Delta=0$ both coefficients vanish.

The energy balance gives the same sign. For $\delta x=x_0\cos\omega t$ the velocity is $-\omega x_0\sin\omega t$ and the force is $-k_{opt}x_0\cos\omega t+m\omega\Gamma_{opt}x_0\sin\omega t$. The spring part does no net work, because $\sin\omega t\cos\omega t$ averages to zero. The other part does the work

$$W=-m\omega^2\Gamma_{opt}x_0^2\int_0^{2\pi/\omega}\sin^2\omega t\,dt=-\pi m\omega\Gamma_{opt}x_0^2$$

per cycle. Red-detuned light takes energy from the motion. Its upper sideband is closer to resonance than its lower one, so more light leaves with frequency raised by $\omega$ than with frequency lowered by $\omega$. Blue detuning reverses this balance.

The spring has one more factor that can change sign. If $\Delta^2+\kappa^2/4>\omega^2$, then $k_{opt}$ has the sign of $\Delta$: red light softens and blue light stiffens. If $\Delta^2+\kappa^2/4<\omega^2$, which requires $\omega>\kappa/2$, red light stiffens while it damps, and blue light softens while it amplifies. At nonzero detuning the change occurs at

$$|\Delta|=\sqrt{\omega^2-\kappa^2/4}.$$

For $\omega$ equal to 5000 MHz and $\kappa$ equal to 500 MHz this is 4994 MHz. Red detunings of 5250 and 4750 MHz lie on opposite sides of it, which explains the reversed frequency shift in the opening example.

### Slow motion as a delayed force

When $\omega^2\ll\Delta^2+\kappa^2/4$, both $D_+$ and $D_-$ approach $\Delta^2+\kappa^2/4$, and

$$k_{opt}\to\frac{2\hbar G^2\bar n\Delta}{\Delta^2+\kappa^2/4},\qquad
\Gamma_{opt}\to-\frac{2\hbar G^2\bar n\kappa\Delta}{m(\Delta^2+\kappa^2/4)^2}.$$

The first limit also follows by differentiating the static force: $\bar n$ is proportional to $1/(\Delta^2+\kappa^2/4)$ and $d\Delta/dx=G$, so $-\hbar G\,d\bar n/dx$ is this expression. The ratio of the two limits is

$$m\Gamma_{opt}=-k_{opt}\tau,\qquad \tau=\frac{\kappa}{\Delta^2+\kappa^2/4}.$$

A delayed spring force gives this relation directly:

$$-k_{opt}\,\delta x(t-\tau)\approx-k_{opt}\,\delta x(t)+k_{opt}\tau\,\delta\dot x(t).$$

A softening force that arrives late damps the motion; a stiffening force that arrives late drives it. For $\Delta=-0.7\kappa$ and $\omega=0.02\kappa$, the delay found by integrating the cavity equation agreed with $\tau$ to a relative $5\times10^{-4}$. This picture ties the two signs together. It is quantitative only for slow motion, and for $\omega^2>\Delta^2+\kappa^2/4$ it gives the wrong relative sign.

## Part 2. Cooling, amplification and a silicon example

The following quantities are taken from Part 1. The detuning $\Delta$ is laser minus cavity frequency at the displaced equilibrium, $\kappa$ is the optical energy decay rate, and $\bar n$ is the photon number. The boundary has mass $m$, frequency $\Omega$ and damping $\Gamma_m$, and it shifts the cavity by $-Gx$. The optical force is $-k_{opt}\delta x-m\Gamma_{opt}\delta\dot x$, with

$$k_{opt}=\frac{2\hbar G^2\bar n\Delta(\Delta^2-\omega^2+\kappa^2/4)}{D_+D_-},\qquad
\Gamma_{opt}=-\frac{2\hbar G^2\bar n\kappa\Delta}{mD_+D_-},$$

and $D_\pm=(\Delta\pm\omega)^2+\kappa^2/4$. From here on $D_\pm$ is evaluated at $\omega=\Omega$ unless another argument is shown.

Define the zero-point amplitude and the coupling rates

$$x_0=\sqrt{\frac{\hbar}{2m\Omega}},\qquad g_0=Gx_0,\qquad g=g_0\sqrt{\bar n}.$$

Then $\hbar G^2\bar n/m=2\Omega g^2$, and the two-sideband forms of Part 1 become

$$\Gamma_{opt}(\Omega)=g^2\kappa\left(\frac1{D_+}-\frac1{D_-}\right),\qquad
\frac{k_{opt}(\Omega)}{2m\Omega}=g^2\left(\frac{\Delta+\Omega}{D_+}+\frac{\Delta-\Omega}{D_-}\right).$$

### Frequency shift and total damping

Without an external force, the $e^{-i\omega t}$ motion obeys

$$m(\Omega^2-\omega^2-i\omega\Gamma_m)+k_{opt}(\omega)-i\omega m\Gamma_{opt}(\omega)=0 .$$

Set $\omega=\Omega+\epsilon$ with small $\epsilon$. Then $\Omega^2-\omega^2\approx-2\Omega\epsilon$, and to leading order the other terms are taken at $\Omega$. Solving for $\epsilon$,

$$\epsilon=\frac{k_{opt}(\Omega)}{2m\Omega}-\frac i2\left[\Gamma_m+\Gamma_{opt}(\Omega)\right].$$

The real part is the frequency shift. The imaginary part makes the amplitude decay at half the total rate $\Gamma_{tot}=\Gamma_m+\Gamma_{opt}$, so the energy decays at $\Gamma_{tot}$.

This step needs $|\epsilon|\ll\Omega$ and also $|\epsilon|\ll\kappa$, because near a sideband the optical response changes over a frequency range of order $\kappa$. At $\Delta=-\Omega$ with $\kappa\ll\Omega$, the damping is close to $4g^2/\kappa$, so the second condition requires $g\ll\kappa/2$. The first correction there is easy to trace. The true root is near $\omega=\Omega-i\Gamma_{tot}/2$, which changes the upper-sideband denominator from $\kappa/2$ to $(\kappa-\Gamma_{tot})/2$. The optical damping is thus larger than the formula by about $\Gamma_{tot}/\kappa$, relative to itself.

The linearization was tested by integrating the full nonlinear equations with $\kappa=0.5\Omega$, $g=0.03\Omega$ and $\Gamma_m=0.001\Omega$. At $\Delta=-\Omega$ the energy decayed at $0.0082\,\Omega$, against $0.0081\,\Omega$ from the formula. At $\Delta=+\Omega$ it grew at $0.0060\,\Omega$, against $0.0061\,\Omega$.

This part has derived the optical spring and damping, the rules that fix their signs, and the resulting frequency shift and total damping rate for weak coupling. What remains is to find when the motion is stable, how far the light can cool it, and what the formulas give for a silicon example and its comparison with real devices.
